Linear Thinning of an Interlayer by Oxygen Scavenging Through a Fixed Layer

**1. Equal losses after an unequal start**

An oxide interlayer 1 nm thick lies between a substrate and a high-permittivity layer. A metal on the far side of that layer draws oxygen out of the interlayer. In the model calculation treated here, the interlayer thickness is

0.9145 nm at 10 s, 0.8254 nm at 20 s, 0.7363 nm at 30 s, 0.6472 nm at 40 s.

Each of the last three intervals removes 0.0891 nm, although the interlayer keeps getting thinner. The first interval removes less, 0.0855 nm. Two things need explaining: why the rate does not depend on the thickness that remains, and where the missing 0.0036 nm went.

The values come from a numerical solution of the diffusion equation of section 4, with the layer divided into 80 finite volumes and an adaptive integrator for stiff equations in time. The parameters are round model values and describe no particular material.

**2. Model and conventions**

The high-permittivity layer has fixed thickness L. The coordinate z is attached to its lattice, with z = 0 at the interlayer and z = L at the metal. If the layer moves bodily as the interlayer shrinks, this frame moves with it and no drift term appears.

Oxygen moves by exchanging places with neutral vacancies of concentration c(z,t). The vacancies are dilute and have a constant diffusivity D. They travel from metal to interlayer, and oxygen travels the other way. The flux J is counted positive for vacancies moving toward the interlayer, so it is also the number of oxygen atoms per area and time moving toward the metal.

The thickness x counts interlayer oxide alone, and Ω is the oxide volume lost per oxygen atom removed. The other element of the oxide joins the substrate. For this, either that element or the oxygen must cross the interlayer. Through section 9 the crossing is assumed to be so fast that it needs no appreciable difference in chemical potential. Temperature is constant, and everything is uniform parallel to the interfaces.

The example uses L = 2 nm, D = 2 nm²/s, Ω = 0.02 nm³, and an initial thickness x0 = 1 nm.

**3. What fixes the two ends**

Let E be the free energy of making a vacancy, without the energy of the removed atom. Handing that atom to a reservoir of chemical potential μ adds μ. A site is therefore vacant with weight λ = exp[−(E + μ)/kT] relative to being occupied, and the vacant fraction is λ/(1 + λ). For λ ≪ 1 and N sites per volume,

c = N exp[−(E + μ)/kT].

The oxygen activity a is proportional to exp(μ/kT), so c is proportional to 1/a. Let c_i and c_m be the vacancy concentrations that would be in equilibrium with the interlayer and the metal, whose activities are a_i and a_m. Then

c_m/c_i = a_i/a_m.

A metal that binds oxygen strongly has a low activity and produces many vacancies.

The interlayer activity does not depend on x. Take an oxide MO₂ in contact with its element M, as silicon dioxide is with silicon. Equilibrium between the oxide and its parts requires

g(MO₂) = g(M) + 2μ, hence μ = [g(MO₂) − g(M)]/2.

The free energies g per formula unit are bulk properties at fixed temperature, so the amount of oxide drops out. This argument fails when the interlayer is so thin that its interface energies depend on x.

In the example a_m/a_i = 0.02 and c_i = 0.01 nm⁻³. Therefore c_m = 0.01/0.02 = 0.50 nm⁻³, and the driving difference is

Δ = c_m − c_i = 0.49 nm⁻³.

At 800 K the activity ratio corresponds to a drop in chemical potential of kT ln 50 = 0.270 eV. With N = 50 nm⁻³, one site in a hundred is vacant at the metal end. Keeping the denominator 1 + λ changes the concentration ratio from 50 to 49.5, so the dilute law is good to about one per cent here.

**4. Transport equations**

Fick's law gives J = D ∂c/∂z, with a plus sign because J is counted toward smaller z. A thin slice gains what enters at its right face and loses what leaves at its left face:

∂c/∂t = ∂J/∂z = D ∂²c/∂z².

At the interlayer, vacancies are filled at the rate k_i c(0). The reverse process, in which lattice oxygen returns to the interlayer, has a nearly constant rate because almost all sites are occupied. Since the net rate must vanish at c(0) = c_i, that constant is k_i c_i. The same reasoning applies at the metal, where vacancies are created:

J_0 = k_i [c(0) − c_i]
J_L = k_m [c_m − c(L)].

First-order exchange is an assumption about the interface reactions. A further assumption, used below, is that k_m stays the same when the activity of the metal changes. If vacancies at z = L are refilled at a rate proportional to the oxygen activity of the metal, k_m instead grows in proportion to a_m. In the example the term 1/k_m is under 5% of the total resistance found in section 5. A rising k_m can therefore raise the steady rate by at most about 5%. It would change v₂ in section 8 from 0.00164 to 0.00170 nm/s and lower the thicknesses of section 9 by up to 0.005 nm. Finally, each vacancy filled at z = 0 takes one oxygen atom from the interlayer:

dx/dt = −Ω J_0.

**5. The steady rate**

In a steady state J is the same everywhere. The concentration differences across the two interfaces and the layer are then

c(0) − c_i = J/k_i
c(L) − c(0) = JL/D
c_m − c(L) = J/k_m.

Adding the three lines cancels c(0) and c(L), and leaves

Δ = J R, with R = 1/k_i + L/D + 1/k_m.

The thinning rate is therefore

v = ΩJ = ΩΔ/R.

Nothing on the right contains x, because the diffusion path is the fixed layer and the interlayer activity is fixed by coexistence.

The example has k_i = k_m = 20 nm/s, so

R = 0.05 + 1.00 + 0.05 = 1.10 s/nm
v = 0.02 × 0.49/1.10 = 0.00891 nm/s.

This is 0.0891 nm in ten seconds, as observed. Diffusion supplies 91% of the resistance. With infinitely fast interfaces, v would be ΩDΔ/L = 0.0098 nm/s.

Constant interface rates do not spoil the straight line; they lower its slope. A straight line is thus no proof of diffusion control. The dependence on L says more: doubling L gives R = 2.10 s/nm and v = 0.00467 nm/s, which is 52% of the original rate. Pure diffusion control would give 50%, and pure interface control no change.

**6. An exact balance for the transient**

Suppose that the layer starts in equilibrium with the interlayer, c = c_i everywhere. Vacancies must then fill the layer before the steady flux reaches the interlayer. To follow their effect on the interlayer, define u = c − c_i and the weight

w(z) = (L − z)/D + 1/k_m,

which is the resistance between z and the metal. It obeys D w′ = −1 and w″ = 0. Let

S(t) = ∫ w u dz, taken from 0 to L.

Using the diffusion equation and integrating by parts twice,

dS/dt = ∫ w D u″ dz
= [w D u′ − D w′ u] + ∫ D w″ u dz
= [w D u′ + u],

where the bracket means the value at L minus the value at 0.

At z = L, w = 1/k_m and D u′ = k_m[Δ − u(L)]. The bracket is Δ − u(L) + u(L) = Δ.

At z = 0, w = L/D + 1/k_m and D u′ = J_0, while the interface law gives u(0) = J_0/k_i. The bracket is J_0(L/D + 1/k_m + 1/k_i) = R J_0.

Hence

dS/dt = Δ(t) − R J_0(t).

Within the model this holds during the transient too, and for a metal activity that varies in time. Since S(0) = 0, integrating over time and using x = x0 − Ω∫J_0 dt gives

x(t) = x0 − (Ω/R) ∫Δ dt + (Ω/R) S(t).

The middle term grows with time. The last one is bounded: if Δ stays between 0 and Δ_max, so does u, and w never exceeds R, so the last term cannot exceed ΩLΔ_max. For the example this bound is 0.02 × 2 × 0.49 = 0.0196 nm.

The balance can be read in a deliberately unsteady case, c_m(t) = 0.5 [1 − 0.5 sin²(3t)] nm⁻³ with t in seconds. After 0.6 s, ∫Δ dt is 0.2098 s/nm³. The finite-volume solution has S = 0.1088 s/nm³ and R∫J_0 dt = 0.1010 s/nm³, which add up to the drive. At this early time, the weighted vacancy content S of the layer accounts for more than half of the drive.

**7. The lag**

For constant Δ the profile settles to u = J(1/k_i + z/D) with J = Δ/R. Then S tends to a constant, written Δ t_lag, where

t_lag = (1/R) ∫ [(L − z)/D + 1/k_m] [1/k_i + z/D] dz.

The four products integrate to

∫ (L − z)z/D² dz = L³/(6D²)
∫ (L − z)/(D k_i) dz = L²/(2D k_i)
∫ z/(D k_m) dz = L²/(2D k_m)
∫ 1/(k_i k_m) dz = L/(k_i k_m).

Therefore

t_lag = [L³/(6D²) + (L²/2D)(1/k_i + 1/k_m) + L/(k_i k_m)]/R

x(t) = x0 − v (t − t_lag) after the transient.

For the example,

t_lag = (0.3333 + 0.1000 + 0.0050)/1.10 = 0.3985 s.

The missing thickness of section 1 is v t_lag = 0.00891 × 0.3985 = 0.0036 nm. It is one part of the cost of filling the layer. In the steady state the layer holds 0.49 extra vacancies per nm², which correspond to 0.0098 nm of oxide. The metal takes up oxygen faster than the steady rate at first, and this covers 0.0062 nm. The remaining 0.0036 nm appears as delayed loss from the interlayer.

Two limits show the meaning. For fast interfaces R → L/D and t_lag → L²/(6D), here 0.333 s. If both interfaces are slow, the last term of the bracket dominates, R → 1/k_i + 1/k_m, and t_lag → L/(k_i + k_m). This is the time in which a well-mixed layer adjusts by exchange through its two faces.

The transient is a sum of decaying modes, and after a short time only the slowest one matters. Write a mode of the deviation from the steady profile as f(z) exp(−t/τ). The diffusion equation gives f″ = −q²f with 1/τ = Dq², and the condition D f′(0) = k_i f(0) selects

f = cos qz + [k_i/(Dq)] sin qz.

At the metal c_m is fixed, so the deviation obeys D f′(L) = −k_m f(L). Inserting f and multiplying by Dq gives

(k_i k_m − D²q²) sin qL + Dq(k_i + k_m) cos qL = 0.

The lowest positive root, found numerically, gives τ = 0.245 s. At 10 s about forty such times have passed, so all four thicknesses in section 1 lie on the line. For infinitely fast interfaces the root is q = π/L and τ = L²/(π²D).

Extending the line to x = 0 gives an exhaustion time of x0/v + t_lag = 112.6 s. This is a property of the model; the last atomic layers need not have the bulk activity a_i.

**8. A change of metal activity or interface kinetics**

Let the metal activity rise fivefold at t_b = 30 s. Then c_m falls to 0.10 nm⁻³, Δ to 0.09 nm⁻³, and the new rate is

v₂ = 0.02 × 0.09/1.10 = 0.00164 nm/s.

R and w are unchanged, so the balance of section 6 gives, once the new transient has died out,

x(t) = x0 − v t_b − v₂ (t − t_b − t_lag).

At 60 s this is 1 − 0.2673 − 0.0484 = 0.6843 nm, and the numerical solution agrees to this precision. Setting the old and new lines equal gives (v − v₂)(t − t_lag) = (v − v₂)t_b. They cross at t_b + t_lag: the interlayer responds to the metal with the same lag as at the start. Had a_m risen to a_i, Δ would vanish and thinning would stop after a last loss of v t_lag = 0.0036 nm, caused by vacancies still in the layer.

Now keep the activity and lower k_m to 0.5 nm/s at 30 s. Then

R₂ = 0.05 + 1.00 + 2.00 = 3.05 s/nm
v₂ = 0.02 × 0.49/3.05 = 0.00321 nm/s.

The plot is straight again, with a smaller slope. If this rate applied from the moment of change, the thickness at 60 s would be 0.7363 − 30 × 0.003213 = 0.6399 nm. The numerical value is 0.6351 nm. The difference comes from vacancies already in the layer, which continue to reach the interlayer. With w₂ = (L − z)/D + 1/k_m for the new k_m, the balance gives the shift as

(Ω/R₂)(Δ/R₂ − Δ/R) ∫ w₂ (1/k_i + z/D) dz
= 0.00656 × (0.161 − 0.445) × 2.58 = −0.0048 nm,

which accounts for it.

The slope depends on Δ/R. Changes in activity and kinetics that leave this ratio unchanged also leave the final slope unchanged.

**9. When does a metal keep its activity?**

If the metal coexists with its own oxide, the argument of section 3 applies to it as well, and a_m is constant until one of the two phases is used up. For the line to stay straight, the growing metal oxide must also add no appreciable resistance to the oxygen path. A metal that dissolves oxygen in a single phase behaves differently. Let its film have thickness h and a uniform, dilute oxygen concentration n, initially n0. Its activity is proportional to n, so

c_m = c_m0 n0/n,

where c_m0 is the initial value. A small uptake δn changes c_m by −c_m0 δn/n0, and the steady flux changes by the fraction

δJ/J = −(c_m0/Δ) δn/n0.

The line thus survives when δn/n0 is small compared with Δ/c_m0. If the metal's activity is far below that of the interlayer, as here, Δ/c_m0 is close to one, and the uptake need only be small compared with the oxygen already dissolved. If the two activities are close, even a small relative uptake bends the line. With an initial content n0h = 500 nm⁻², for example n0 = 1 nm⁻³ in a film 500 nm thick, the numerical slope falls by 3.4% between 5 s and 45 s. The formula, supplied with the numerical uptake, gives 3.6%. It is slightly high because it replaces the curve 1/n by its tangent. These figures, and the rule above, need the oxygen to spread through the whole film, so h²/D_metal must not be long compared with the time of observation. For this 500 nm film the loss stays at 3.4% for an oxygen diffusivity in the metal of 10⁴ nm²/s or more. It rises to 14% at 100 nm²/s and 30% at 2 nm²/s, because the oxygen then piles up near the interface and only that part of the film counts.

For larger uptake, neglect the vacancies stored in the layer. All oxygen leaving the interlayer then enters the metal:

h dn/dt = (c_m0 n0/n − c_i)/R.

With n_eq = n0 c_m0/c_i, the concentration at which the metal reaches the interlayer's activity, the right side becomes c_i(n_eq − n)/(nR). Separate the variables and use n/(n_eq − n) = n_eq/(n_eq − n) − 1. Integration from n0 to n gives

n_eq ln[(n_eq − n0)/(n_eq − n)] − (n − n0) = c_i t/(Rh)

x = x0 − Ωh(n − n0).

For n ≪ n_eq, expand the logarithm to second order. The linear terms cancel, leaving (n² − n0²)/(2n_eq) ≈ c_i t/(Rh). Once n ≫ n0 as well, the removed thickness grows as the square root of time.

Take h = 5 nm and n0 = 0.1 nm⁻³, so that n_eq = 5 nm⁻³. Solving the implicit equation numerically gives

x = 0.967 nm at 10 s, 0.920 nm at 50 s, 0.843 nm at 200 s, 0.695 nm at 1000 s.

The line of constant activity had already reached 0.914 nm at 10 s. Scavenging stops at

x = 1 − 0.02 × 5 × (5 − 0.1) = 0.51 nm,

with half of the interlayer still present. This assumes that the metal's activity stays proportional to n up to 5 nm⁻³. In a metal with about 50 oxygen sites per nm³, a tenth of the sites would then be filled, so the dilute law gives only a rough end point.

The full diffusion calculation differs from the four values by at most 0.0025 nm. Stored vacancies cause the difference. If all vacancy concentrations are divided by 100 and all times multiplied by 100, the implicit law is unchanged, since it contains the product c_i t, but storage becomes a hundred times smaller. The largest difference then falls to 0.00003 nm. The square-root law itself needs n0 ≪ n ≪ n_eq, and here n_eq is only 50 times n0. In the implicit law the local exponent of the removed thickness therefore falls steadily, from 0.65 at 5 s through 0.52 at 50 s to 0.35 at 1000 s, and only passes through one half.

**10. An interlayer that resists its own loss**

So far crossing the interlayer cost nothing. Now suppose that the oxide decomposes at the substrate and that its oxygen crosses the interlayer at a finite rate. Let the oxygen move there by exchange with dilute neutral vacancies, whose equilibrium concentration is again proportional to 1/a. The flux then follows the difference in 1/a, and the interlayer adds a resistance r x, measured like R by the equivalent difference in vacancy concentration. Oxygen that crosses as interstitials follows the difference in a instead, and the formulas below do not apply to it. Neglecting storage again,

dx/dt = −ΩΔ/(R + r x).

Multiplying by R + r x and integrating from x0 to x gives

R(x0 − x) + r(x0² − x²)/2 = ΩΔ t.

Multiplication by 2r and addition of R² − R² turns the left side into a difference of squares:

(R + r x0)² − (R + r x)² = 2rΩΔ t
x = {√[(R + r x0)² − 2rΩΔ t] − R}/r.

For r = 1 s/nm² the thickness is √(4.41 − 0.98) − 1.10 = 0.752 nm at 50 s and 0.465 nm at 100 s. The first half removes 0.248 nm and the second 0.287 nm, because the path becomes shorter. Solving the diffusion equation in the high-permittivity layer, with the interlayer kept as a resistance r x that stores nothing, gives 0.756 nm and 0.469 nm. The offset is again due to storage in that layer and shrinks a hundredfold under the same rescaling. Vacancies stored in the interlayer itself add a little more. If it holds as many as the layer does at the same activity, the values become 0.757 nm and 0.470 nm.

For r x0 ≪ R the quadratic term is negligible and the straight line returns. In the opposite limit x² falls linearly with time. In this model, the linear law therefore holds after the transient if the fixed part of the oxygen path dominates the resistance and if temperature, metal activity and interface rates are constant.
